# Why acetal protecting groups can cleave at lower bake temperatures

**Question.** In a chemically amplified resist, a photogenerated acid removes protecting groups during a bake. Why can an acetal group come off at a lower bake temperature than a tertiary alkyl ester, and what part does the lone pair of the acetal oxygen play?

**The step that sets the temperature**

Acid protonates the protected site, and the bond between the protecting group and its leaving group then breaks heterolytically. The protecting group departs as a carbocation. A tert-butyl ester gives $(\mathrm{CH_3})_3\mathrm C^+$. An acetal of the 1-alkoxyethyl type gives $\mathrm{CH_3CH{=}OR^+}$, in which the cationic carbon has an oxygen neighbour. The cation later loses a proton, or is captured by a neutral nucleophile such as water, and the product then gives up a proton. Either way the acid is returned.

To isolate the effect of the cation, both groups are placed on the same carboxylic acid, with equal acid loading, bake time and rate prefactor. Ionization is assumed to limit the rate. A cation that costs less energy to form from its own neutral parent then tends to have a lower barrier.

Oxygen acts on the adjacent carbon in two opposing ways. It is electronegative and withdraws charge through the sigma bond, which destabilizes a cation. It also carries a filled p-type lone pair perpendicular to the cation's plane, parallel to the empty carbon p orbital, and can donate into it. The tert-butyl cation has donors too: combinations of C–H bonding orbitals on its methyl groups have the same pi symmetry (hyperconjugation). The question is therefore whether one lone pair outweighs three methyl groups and oxygen's own withdrawal.

**Two orbitals and two electrons**

Let $d$ be the filled donor and $a$ the empty carbon p orbital, both real and normalized, with overlap $S=\langle d|a\rangle$. For an effective one-electron operator $F$, write

$$e_d=\langle d|F|d\rangle,\quad e_a=\langle a|F|a\rangle,\quad f=\langle d|F|a\rangle .$$

Only the empty orbital is made orthogonal, so that $d$ remains the true state without donation:

$$a'=\frac{a-S\,d}{\sqrt{1-S^2}} .$$

Indeed $\langle d|a'\rangle\propto S-S=0$, and the norm of $a-Sd$ is $1-2S^2+S^2=1-S^2$. The coupling and the new acceptor level are

$$\beta=\langle d|F|a'\rangle=\frac{f-S e_d}{\sqrt{1-S^2}},\qquad
e_a'=\frac{e_a-2Sf+S^2e_d}{1-S^2}.$$

With the gap $\delta=e_a'-e_d>0$, the energies $E$ obey $(e_d-E)(e_d+\delta-E)=\beta^2$. Setting $y=E-e_d$ gives $y^2-\delta y-\beta^2=0$, whose lower root is

$$y_-=\frac{\delta-\sqrt{\delta^2+4\beta^2}}{2}<0 .$$

Two electrons occupy this level, so the donation lowers the energy by

$$W=-2y_-=\sqrt{\delta^2+4\beta^2}-\delta .$$

There is no opposing repulsion between filled orbitals within this model, because $a$ held no electrons.

For $|\beta|\ll\delta$, expanding the root gives $W\simeq 2\beta^2/\delta$: the coupling enters squared and the gap only to the first power. For $|\beta|\gg\delta$, $W\simeq 2|\beta|-\delta$. If the lone pair is twisted so that its coupling to the empty orbital vanishes, its own contribution is $W=0$. A real oxygen does not then stop donating altogether: its other lone pair and its second bond turn toward the empty orbital and donate instead, though less strongly in the hydroxymethyl cation discussed below.

**Which operator belongs in the model**

Orbital levels move when charge flows, so $F$ must be chosen with care. In restricted Hartree–Fock theory the electronic energy is

$$E[D]=\mathrm{tr}(HD)+\tfrac12\mathrm{tr}(D\,G[D]),\qquad F[D]=H+G[D],$$

where $D$ is the density matrix summed over spin, $H$ the one-electron part and $G$ the electron repulsion, linear in $D$. Let $D_0$ describe the molecule with donation off, $D_1$ with donation on, and $\Delta=D_1-D_0$. Since $\mathrm{tr}(D_1G[D_0])=\mathrm{tr}(D_0G[D_1])$, the cross terms in $\mathrm{tr}(\Delta\,G[D_1+D_0])$ cancel, leaving

$$\mathrm{tr}(\Delta\,G[D_1+D_0])=\mathrm{tr}(D_1G[D_1])-\mathrm{tr}(D_0G[D_0]).$$

At fixed nuclei it follows that

$$E_1-E_0=\mathrm{tr}(H\Delta)+\tfrac12\mathrm{tr}(\Delta\,G[D_1+D_0])
=\mathrm{tr}\!\left[\tfrac12(F_0+F_1)\Delta\right].$$

The mean operator $\tfrac12(F_0+F_1)$ is therefore the natural choice for $F$. What remains approximate is describing $\Delta$ by a rotation of one electron pair within $d$ and $a$.

Donation is switched off by deleting the pi-type basis functions of the cationic carbon and letting all other electrons readjust. The resulting rise in energy is called the deletion energy. The donor $d$ is the occupied pi orbital of this restricted state; the acceptor $a$ is the normalized carbon part of the final pi orbital. Because both states must be computed first, the model here analyses the donation and does not predict it.

**Oxygen against one methyl group**

The smallest cases with one pi electron pair are the hydroxymethyl cation, $\mathrm{CH_2OH^+}$, and the open ethyl cation, $\mathrm{CH_3CH_2^+}$. At the RHF/6-31G* level and idealized geometries, oxygen has $\delta=18.459$ eV and $|\beta|=4.803$ eV:

$$W_{\mathrm O}=\sqrt{18.459^2+4(4.803)^2}-18.459=2.35\ \mathrm{eV}.$$

For the methyl donor, $\delta=17.446$ eV and $|\beta|=2.253$ eV:

$$W_{\mathrm{Me}}=\sqrt{17.446^2+4(2.253)^2}-17.446=0.57\ \mathrm{eV}.$$

The deletion energies are 2.33 and 0.57 eV, so two orbitals describe both donations well. In the 6-311G** and cc-pVDZ bases the deletion energies are about 2.5 and 0.6 eV, and the model still agrees with them to about 3%. The deletion energy is not a basis-independent quantity, however. With diffuse functions (aug-cc-pVDZ) it falls to 1.86 and 0.51 eV, and the model then lies 12% and 19% below these values. The order of the two donors is unchanged, but every deletion energy in this text belongs to a compact basis. The weak-coupling formula gives 2.50 and 0.58 eV; its error relative to $W$ is about 6% for oxygen and 2% for methyl.

The reason for oxygen's strength is not a higher donor level. Its lone pair lies at $-22.9$ eV, below the methyl orbital at $-22.1$ eV, and its gap is larger. Exchanging parameters separates the two influences. Oxygen's gap with methyl's coupling gives 0.54 eV; methyl's gap with oxygen's coupling gives 2.47 eV. The coupling makes the difference. A plausible cause is that the lone pair sits largely on the adjacent atom at a short distance (1.235 Å here, against 1.44 Å for the C–C bond), whereas the methyl orbital is spread over C–H bonds. The overlaps, 0.316 and 0.233, fit this reading. Distance is only part of the cause: with the C–O bond stretched to 1.44 Å, the oxygen deletion energy is still about 1.34 eV, more than twice the methyl value.

**Three methyl groups**

Suppose $n$ equivalent donors neither interact nor overlap with each other. Let $a'$ now be orthogonal to all of them, and let each couple to it with strength $\beta$ across the gap $\delta$. Their normalized symmetric combination couples to $a'$ with strength $n\beta/\sqrt n=\sqrt n\,\beta$, and the other combinations do not couple. Hence

$$W_n=\sqrt{\delta^2+4n\beta^2}-\delta .$$

With the ethyl parameters and $n=3$ this gives 1.67 eV. The computed deletion energy of the tert-butyl cation is only 1.10 eV, so the parameters cannot simply be carried over. Making the acceptor orthogonal to three donors instead of one changes both $\beta$ and $\delta$, charge from one methyl group may raise the acceptor level for the next, and the C–C bonds used are longer (1.47 Å). Bond length explains only part of the difference: with the ethyl C–C bond also set to 1.47 Å, the three-donor estimate is 1.49 eV. The other influences were not separated.

Even the overestimate of 1.67 eV lies below the donation by one oxygen. In the methoxymethyl cation, $\mathrm{CH_2OCH_3^+}$, where oxygen is the only heavy atom bonded to the cationic carbon, the deletion energy is 2.62 eV, or about 2.8 eV in the cc-pVDZ basis.

**From donation to ionization**

Donation energy is not yet ionization energy. Oxygen's sigma withdrawal and the different stabilities of the neutral parents also count. Define the advantage of the acetal as

$$A=[E(\mathrm{tBu^+})-E(\mathrm{tBuOH})]-[E(\mathrm{ac^+})-E(\mathrm{acOH})],$$

where ac is the 1-methoxyethyl group. Positive $A$ means that the acetal ionizes more easily. The leaving group's own energy cancels because it is the same in both reactions; hydroxyl stands in for the larger acyloxy group.

RHF gives $A=0.342$ eV. Switching donation off raises each cation by its deletion energy, 1.095 eV for tert-butyl and 2.623 eV for the acetal, and leaves the parents unchanged:

$$A_{\mathrm{off}}=0.342+1.095-2.623=-1.186\ \mathrm{eV}.$$

The order reverses. Without pi donation, the acetal would be the harder group to ionize, by more than 1 eV in this basis and at these fixed geometries. This supports the lone-pair explanation and shows its limit: most of the extra donation is spent on overcoming the other differences between the groups, which this calculation does not separate.

Electron correlation matters. Frozen-core second-order perturbation theory (MP2) in the same basis raises $A$ to 0.688 eV, about twice the RHF value. A triple-zeta basis on carbon and oxygen changes $A$ by much less, about $-0.01$ eV in RHF and $+0.02$ eV in MP2. The sign agrees at both levels, but the magnitude is uncertain by some tenths of an eV. The idealized structures were not relaxed, which adds to this uncertainty and to that of the bake temperature below.

An oxygen neighbour alone does not guarantee an advantage. For methoxymethyl, $A$ is $-0.273$ eV in RHF and $+0.118$ eV in MP2, so its order relative to tert-butyl is undecided here. The additional methyl group of 1-methoxyethyl improves the RHF advantage by 0.615 eV, although the two deletion energies are practically equal in the 6-31G* basis. In this basis its benefit therefore appears in the energy differences with donation already off. The calculation does not identify its cause.

**From ionization to bake temperature**

The transition state has only part of the character of the free cation. Let a fraction $\alpha$ of the advantage reach it:

$$G_{\mathrm{ac}}=G_{\mathrm{ester}}-\alpha A .$$

This linear relation is an assumption, and $\alpha$ is a model parameter. With $c$ acid molecules per protected group, take the first-order rate

$$k=c\,\frac{k_BT}{h}\,e^{-G/k_BT},$$

where $h$ is Planck's constant and $G$ is an effective barrier that includes protonation and is held independent of temperature. At constant acid loading, the converted fraction after time $t$ is $x=1-e^{-kt}$. A required conversion therefore fixes $kt=L$, with $L=\ln[1/(1-x)]$. Defining $B=ck_Bt/(hL)$ turns the condition into

$$BT\,e^{-G/k_BT}=1 .$$

Put $u=G/(k_BT)$, so that $T=G/(k_Bu)$. The condition becomes $u e^u=BG/k_B$, which the Lambert function $W_L$ solves:

$$T=\frac{G}{k_B\,W_L(BG/k_B)} .$$

For small changes, start from $G=k_BT\ln(BT)$. Differentiation gives $dG/dT=k_B\ln(BT)+k_B=G/T+k_B$, and therefore

$$\frac{dT}{dG}=\frac{T}{G+k_BT}.$$

**The number**

Take a tert-butyl ester resist that reaches 90% conversion in 60 s at 403 K (130 °C), with $c=0.03$. These are rough typical values. At 403 K, $k_BT=0.03473$ eV and $k_BT/h=8.40\times10^{12}\ \mathrm{s^{-1}}$, so

$$G_{\mathrm{ester}}=0.03473\,\ln\!\left[\frac{0.03(8.40\times10^{12})(60)}{\ln 10}\right]\mathrm{eV}\simeq1.025\ \mathrm{eV}.$$

The slope is $403/(1.025+0.035)\simeq380$ K/eV, or 0.38 K per meV. With the MP2 advantage and $\alpha=0.25$,

$$G_{\mathrm{ac}}=1.025-0.25(0.688)=0.853\ \mathrm{eV},$$

and the Lambert formula gives **337 K (64 °C)**, a reduction of 66 K. For $\alpha=0.5$ the barrier is 0.681 eV and the temperature 271 K. For $\alpha=1$ the formula returns 138 K, which is no usable bake prediction: it extrapolates the same mobile-acid kinetics into a cold, rigid polymer. The direction of the shift follows from $\alpha A>0$; its size depends strongly on $\alpha$.

**Beside a real resist**

Tert-butyl ester resists are commonly baked somewhere near 110–130 °C, and acetal resists from near room temperature to about 100 °C; both ranges are rough. The result for $\alpha=0.25$ falls within the second range, but this does not establish that value of $\alpha$. Many acetal resists protect a phenol instead of a carboxylic acid, which breaks the assumption of a common leaving group; that shift was not computed.

Other omissions can be sized. Replacing hydroxyl by acyloxy, estimated with small molecules in which methyl represents the tertiary alkyl group and hydroxymethyl the acetal group, adds about 0.25 eV to $A$. At $\alpha=0.25$ this lowers the acetal bake by a further $0.25(0.253)(380)\simeq24$ K. The value belongs to one rotamer of the O–H group in hydroxymethyl formate. A lower-energy rotamer gives only 0.14–0.15 eV, or 13–14 K, so this small model fixes the size only to about 0.1 eV. Polymer polarization, estimated with a spherical cavity in a medium of permittivity 3.5, adds 0.13 eV, or about 12 K by the same estimate. This size depends on the cavity: one that follows the shape of the molecule gives only about 0.01 eV. Lengthening the cation's C–O bond by 0.03 Å reduces $A$ by 0.06 eV, and widening the parent's O–C–O angle by 3° increases it by 0.02 eV.

The prefactor matters as much: a tenfold increase would lower the ester's own bake from 403 to 375 K. Acid strength, water supply and diffusion can act through such changes. They can narrow or reverse the order in a particular film, as can vibrational energies and acid–base pairing, which were not computed. A lower acetal bake temperature is therefore expected when ionization limits both reactions and these other conditions are comparable. The main values used here are collected in the numerical output.

## Computed values

```
TWO-ORBITAL MODEL           oxygen donor   methyl donor
donor level                   -22.915        -22.123 eV
gap                            18.459         17.446 eV
coupling size                   4.803          2.253 eV
overlap size                    0.316          0.233 
model energy W                  2.350          0.573 eV
deletion energy                 2.328          0.565 eV
W, oxygen gap with methyl coupling: 0.542 eV
W, methyl gap with oxygen coupling: 2.470 eV
weak-coupling 2 beta^2/gap, oxygen: 2.500 eV
weak-coupling 2 beta^2/gap, methyl: 0.582 eV
PROTECTING GROUPS (positive advantage: easier than tert-butyl)
deletion energy, tert-butyl cation: 1.095 eV
deletion energy, 1-methoxyethyl cation: 2.623 eV
deletion energy, methoxymethyl cation: 2.624 eV
1-methoxyethyl advantage, RHF: 0.342 eV
1-methoxyethyl advantage, RHF, donation off: -1.186 eV
1-methoxyethyl advantage, MP2: 0.688 eV
methoxymethyl advantage, RHF: -0.273 eV
methoxymethyl advantage, MP2: 0.118 eV
BAKE EXAMPLE
acid per group 0.03, time 60 s, conversion 0.90
ester bake temperature: 403 K = 130 C
ester effective barrier: 1.025 eV
temperature change per barrier change: 0.380 K/meV
alpha 0.25: barrier 0.853 eV, bake 337 K = 64 C
alpha 0.50: barrier 0.681 eV, bake 271 K = -2 C
alpha 1.00: barrier 0.337 eV, bake 138 K = -136 C
NEGLECTED EFFECTS (change of the acetal advantage)
correlation, MP2 minus RHF: +0.345 eV
polymer polarization, permittivity 3.5: +0.131 eV
acyloxy instead of hydroxyl, small model: +0.253 eV
cation C-O bond longer by 0.03 angstrom: -0.060 eV
parent O-C-O angle wider by 3 degrees: +0.021 eV
ester bake with tenfold prefactor: 375 K
```
